# Largest equilibrium neutral fraction of a negative-U defect, part 2

A point defect $D$ in a semiconductor can have charge $+1$, $0$ or $-1$ in units of the elementary charge $e$. The problem is to find the largest share of neutral defects in thermal equilibrium, and the Fermi energy $\mu$ and doping at which it occurs. Energies are in eV, with numerical levels measured from the conduction-band edge $E_c$; $k$ is Boltzmann's constant and $T$ the temperature.

The levels $\varepsilon_+=\varepsilon(+/0)$ and $\varepsilon_-=\varepsilon(0/-)$ are the Fermi energies at which the two charge states named have equal formation energy, without degeneracies. Their difference is $U=\varepsilon_--\varepsilon_+$, negative for a negative-U defect. The two charged states are equal in energy at the midpoint of the levels, where for $U<0$ the neutral state lies $|U|/2$ above both.

In charge state $q$ there are $g_q$ states per host atom: the number of equivalent places, counting orientations, times the number of spin states. If the internal states differ in energy, $g_q$ becomes a sum weighted by Boltzmann factors relative to the lowest. For dilute defects, the fractions $f_+$, $f_0$ and $f_-$ obey

$$X\equiv\frac{f_+}{f_0}=\frac{g_+}{g_0}e^{-(\mu-\varepsilon_+)/kT},\qquad
Y\equiv\frac{f_-}{f_0}=\frac{g_-}{g_0}e^{(\mu-\varepsilon_-)/kT}. \tag{4}$$

With

$$A\equiv2\sqrt{XY}=\frac{2\sqrt{g_+g_-}}{g_0}\,e^{-U/2kT}, \tag{7}$$

the maximum of $f_0$ and its position $\mu^*$, where $f_+=f_-$, are

$$\boxed{f_{0,\max}=\frac1{1+\dfrac{2\sqrt{g_+g_-}}{g_0}\,e^{-U/2kT}}}, \tag{8}$$

$$\mu^*=\frac{\varepsilon_++\varepsilon_-}2+\frac{kT}2\ln\frac{g_+}{g_-}. \tag{9}$$

With $x=(\mu-\mu^*)/kT$, the neutral fraction is $f_0=1/(1+A\cosh x)$, and its full width at half maximum is

$$w=2kT\,\mathrm{arccosh}\left(2+\frac1A\right). \tag{11}$$

The mean charge $\bar q=f_+-f_-$ satisfies

$$\bar q=-\frac{A\sinh x}{1+A\cosh x},\qquad
\frac{d\bar q}{dx}=-\frac{A(\cosh x+A)}{(1+A\cosh x)^2}. \tag{12}$$

Question (e), answered first below, asks for a check of the maximum for a defect whose electrons are independent. It also asks whether a negative-U defect can be more than half neutral, how the maximum varies with temperature, and what changes if the levels already include the degeneracies.

**Solution.** Take one orbital that holds up to two electrons of opposite spin. The empty, singly and doubly occupied orbital correspond to charges $+1$, $0$ and $-1$, so $g=(1,2,1)$ in the order $(g_+,g_0,g_-)$. Without interaction $U=0$, and the formula gives $A=1$ and $f_{0,\max}=1/2$. Independently of it, let each spin state be filled with probability $P$. Exactly one is filled with probability $2P(1-P)$, whose largest value is $1/2$ at $P=1/2$. The two results agree.

With the same degeneracies and $U<0$, $A=e^{|U|/2kT}>1$, and the neutral fraction stays below one half. This bound does not carry over to all degeneracies. The condition for $f_{0,\max}>1/2$ is $A<1$, or

$$|U|<2kT\ln\frac{g_0}{2\sqrt{g_+g_-}} .$$

It can be met if $g_0>2\sqrt{g_+g_-}$ and $|U|$ is small enough. The neutral state is then favoured by its number of states although it is never the lowest in energy.

For the temperature dependence, note that $f_{0,\max}/(1-f_{0,\max})=1/A$. Its logarithm is

$$\ln\frac{f_{0,\max}}{1-f_{0,\max}}=\ln\frac{g_0}{2\sqrt{g_+g_-}}+\frac U{2kT}. \tag{13}$$

If $U$ and the degeneracies do not depend on temperature, the slope against $1/kT$ is $U/2$. The energy that controls the maximum is thus $|U|/2$, the height of the neutral state above the two charged ones at their crossing. The full $|U|$ belongs to the reaction $D^++D^-\to2D^0$, which makes two neutral defects. At low temperature $f_{0,\max}$ vanishes as $e^{-|U|/2kT}$.

Levels are sometimes defined by equal populations instead of equal energies. Setting $X=1$ and $Y=1$ in (4) gives such levels:

$$\tilde\varepsilon_+=\varepsilon_++kT\ln\frac{g_+}{g_0},\qquad
\tilde\varepsilon_-=\varepsilon_--kT\ln\frac{g_-}{g_0}.$$

Their difference is $\tilde U=U-kT\ln(g_+g_-/g_0^2)$, and therefore

$$2e^{-\tilde U/2kT}=2\,\frac{\sqrt{g_+g_-}}{g_0}\,e^{-U/2kT}=A .$$

With population levels the maximum is $1/(1+2e^{-\tilde U/2kT})$, with no further degeneracy factor. Using $\tilde U$ in (8) would count the degeneracies twice.

### (f) The doping that reaches the maximum

**Question.** The Fermi energy is set by doping. Which net donor density brings it to $\mu^*$, and how does the answer depend on the defect density $N$?

**Solution.** Let $N_D$ and $N_A$ be the densities of fully ionized donors and acceptors, and $n$ and $p$ those of electrons and holes. From here on $N$ is the density of the defects. If no other charges are present, the crystal is neutral when

$$p(\mu)-n(\mu)+N_D-N_A+N\bar q(\mu)=0. \tag{14}$$

At $\mu^*$ the mean defect charge is zero, so the last term vanishes:

$$N_D-N_A=n(\mu^*)-p(\mu^*). \tag{15}$$

The defect density has dropped out. The solution is unique, because $p$, $-n$ and $\bar q$ all fall as $\mu$ rises, so each net doping gives one Fermi energy. A negative right-hand side means that net acceptors are required.

The defect density does affect how sensitive the result is to the doping. Near $\mu^*$ the charge of the defects changes quickly with $\mu$. If $N$ is comparable with the carrier density or larger, a deviation of the doping from (15) is partly taken up by the defects, and the Fermi energy moves less.

### (g) Interstitial hydrogen in silicon at 500 K

**Question.** Evaluate the results for isolated interstitial hydrogen in silicon at 500 K, a temperature in the range used to bring hydrogen into silicon. Take $\varepsilon(+/0)=E_c-0.20$ eV and $\varepsilon(0/-)=E_c-0.60$ eV, both rough values.

**Solution.** The acceptor level lies below the donor level, and $U=-0.60+0.20=-0.40$ eV.

Positive and neutral hydrogen are placed at the centre of a Si–Si bond, and negative hydrogen at the tetrahedral interstitial site. The cubic cell of the diamond lattice has 8 atoms, 16 bonds and 8 tetrahedral sites, which makes two bond centres and one tetrahedral site per atom. The neutral state has an unpaired electron and two spin states, while the charged states have one each. Hence

$$g_+=2\times1=2,\qquad g_0=2\times2=4,\qquad g_-=1\times1=1 .$$

With $kT=0.04309$ eV, the exponential is $e^{0.20/0.04309}=103.7$ and the prefactor is $2\sqrt{2\times1}/4=0.707$. This gives

$$A=0.7071\times103.73=73.35,\qquad f_{0,\max}=\frac1{74.35}=1.35\,\%.$$

The positive and negative fractions are 49.3 % each. With the spin degeneracies alone, $g=(1,2,1)$, the maximum would be 0.95 %, and with all degeneracies left out 0.48 %. Spin and site counting together raise the result by a factor of 2.8.

The peak lies at

$$\mu^*=E_c-0.400+\frac{0.04309}2\ln2=E_c-0.385\ \text{eV},$$

and its full width at half maximum is 0.114 eV, or $2.65\,kT$.

The populations behind these numbers were tested against an explicit sum over all ways of distributing 30 hydrogen atoms over the sites of a crystal with $10^6$ host atoms, with at most one hydrogen atom per site. At three Fermi energies the fractions differed from (4) by at most $1.6\times10^{-5}$ in relative terms. This is of the order of the ratio $30/10^6$ that the dilute limit neglects.

For the doping, take a gap of 1.05 eV and density-of-states masses of 1.1 and 1.0 electron masses for electrons and holes, all rough values; other common choices move the required donor density by a few per cent and the small hole density by up to a factor of two. The effective densities of states are then $N_c=6.23\times10^{19}$ and $N_v=5.40\times10^{19}$ cm$^{-3}$, and

$$n(\mu^*)=N_c\,e^{-0.3851/0.04309}=8.2\times10^{15}\ \text{cm}^{-3},$$

$$p(\mu^*)=N_v\,e^{-(1.05-0.3851)/0.04309}=1.1\times10^{13}\ \text{cm}^{-3}.$$

By (15), the maximum requires a net donor density of about $8\times10^{15}$ cm$^{-3}$. Solving (14) and searching for the donor density with the largest $f_0$ gave this same value for hydrogen densities of $10^{14}$ and $10^{16}$ cm$^{-3}$, to within one part in $10^4$.

Now hold the density of isolated hydrogen at $10^{16}$ cm$^{-3}$ and change the doping. At $10^{15}$ cm$^{-3}$ net donors the Fermi energy is $E_c-0.405$ eV and the neutral fraction is 1.22 %, still close to the maximum. The reason is in (12): here $x=-0.45$ and $\bar q=+0.42$, so hydrogen itself supplies $4.2\times10^{15}$ cm$^{-3}$ positive charges and holds the Fermi energy up. At $10^{17}$ cm$^{-3}$ the donors outnumber the hydrogen, the Fermi energy rises to $E_c-0.282$ eV, and the neutral fraction falls to 0.24 %.

With $U$ held at $-0.40$ eV, the maximum would be 0.06 % at 300 K and 4.9 % at 700 K.

### (h) What the model leaves out

**Question.** Estimate how far the neglected effects move the value of 1.35 %.

**Solution.** The largest of the effects estimated here is the uncertainty of $U$. An error of 0.10 eV changes $A$ by a factor $e^{0.10/(2\times0.04309)}=3.2$. The maximum becomes 4.2 % if $|U|$ is smaller by this amount and 0.43 % if it is larger.

Thermal vibrations come next. Let the levels include the zero-point energies, and multiply each $g_q$ by $z_q=\prod_i(1-e^{-\hbar\omega_i/kT})^{-1}$, where $\hbar\omega_i$ are the vibrational quanta of hydrogen. Rough quanta of 0.25, 0.03 and 0.03 eV at the bond centre give $z=3.99$. Three quanta of 0.10 eV at the tetrahedral site give $z=1.36$. If the positive and neutral states at the bond centre have the same quanta, then $z_+=z_0$ and $A$ is multiplied by

$$\frac{\sqrt{z_+z_-}}{z_0}=\sqrt{\frac{1.363}{3.987}}=0.585,$$

and the maximum rises to 2.3 %. By (9), $\mu^*$ moves up by $(kT/2)\ln(3.987/1.363)=0.023$ eV, which raises the required electron density by a factor of 1.7. The soft quanta are comparable with $kT$, so the size and even the sign of this correction depend on them. With 0.05 eV for the two soft bond-centre modes and for the three modes at the tetrahedral site, the maximum falls to 1.1 %. With 0.10 eV at the tetrahedral site and soft modes of 0.05 eV for positive but 0.03 eV for neutral hydrogen, it rises to 3.1 %. Changes in the vibrations of the silicon atoms are not included.

The site count is an assumption of similar weight. If negative hydrogen sat off the tetrahedral site at one of four equivalent places, $g_-$ would be 4 and $A$ would double. The maximum would fall to 0.68 % and the required electron density would be halved.

The remaining corrections are smaller:

- **Coulomb interaction.** Carriers and charged hydrogen screen each charged defect. With relative permittivity 11.7 and $10^{16}$ cm$^{-3}$ hydrogen, the Debye length is $\lambda_D=39$ nm. The surrounding charge produces a potential of magnitude $e/(4\pi\epsilon\lambda_D)$ at the defect, where $\epsilon$ is the permittivity of silicon. Half its product with $e$ is the energy gained, 1.6 meV per charged state. This makes $U$ more negative by 3.1 meV and lowers the maximum to 1.30 %.
- **Neutral hydrogen at the tetrahedral site.** If this state lies 0.25 eV above the bond-centre state, a rough value, it adds $2e^{-0.25/kT}=0.006$ to $g_0=4$. The maximum stays at 1.35 %.
- **Carrier statistics.** Fermi–Dirac statistics changes $n(\mu^*)$ by less than 0.01 %.

Equilibrium also takes time. With an electron capture cross-section of $10^{-15}$ cm$^2$ for every capture step, a rough value, the exchange of electrons with the conduction band relaxes in about $2\times10^{-7}$ s if the electron density is held fixed. At $10^{16}$ cm$^{-3}$ hydrogen the electron density changes along with the hydrogen charge, which shortens this time by a factor of about two. This figure leaves out the time hydrogen needs to move between the bond centre and the tetrahedral site, which may be longer. Formula (8) requires both processes to be fast compared with the duration of the heat treatment.

In real silicon much of the hydrogen may be bound to dopants, to other defects or in molecules. This changes the amount of isolated hydrogen, and passivated dopants must be left out of $N_D$ and $N_A$, but the fractions at a given $\mu$ stay the same. One assumption that operating devices can break is the single Fermi energy: under illumination or current injection, electrons and holes are not in equilibrium with each other, and (8) gives no bound. That deviation is not estimated here. In thermal equilibrium, the calculation supports a maximum neutral share of isolated hydrogen of the order of one per cent at 500 K, reached only for Fermi energies near $\mu^*$ and uncertain by a factor of about three either way for an error of 0.1 eV in $U$. The required doping is no better known: it varies as $e^{\mu^*/kT}$, so an error of 0.05 eV in the midpoint of the levels changes it by a factor of 3.2. The numerical output below gives the values to more digits than this accuracy warrants, so that the arithmetic can be followed.

## Numbers as computed

```
temperature 500 K, kT = 0.04309 eV
level(+/0) = Ec -0.20 eV, level(0/-) = Ec -0.60 eV
U = -0.40 eV, |U|/2 = 0.20 eV
diamond cell: 8 atoms, 16 bonds, 8 T sites
degeneracies per atom (+,0,-) = 2, 4, 1
exp(|U|/2kT) = 103.73
prefactor 2 sqrt(gp gm)/g0 = 0.7071
A = 73.35
maximum neutral fraction, formula   = 1.3450 %
maximum neutral fraction, numerical = 1.3450 %
fractions + and - at maximum = 49.327 %, 49.327 %
level midpoint = Ec -0.4000 eV
degeneracy shift of mu* = +0.0149 eV
mu* = Ec -0.3851 eV
full width at half maximum = 0.1142 eV = 2.650 kT
maximum with spin only (1,2,1) = 0.9548 %
maximum with all g = 1 = 0.4797 %
U=0, independent spin orbitals: maximum = 0.5000
slope of ln(f/(1-f)) against 1/kT = -0.20000 eV
same U, 300 K: maximum = 0.0617 %
same U, 400 K: maximum = 0.425 %
same U, 500 K: maximum = 1.35 %
same U, 600 K: maximum = 2.87 %
same U, 700 K: maximum = 4.88 %
arrangement count: largest relative deviation = 1.6e-05
gap 1.05 eV; masses 1.1, 1.0
Nc = 6.229e+19 cm^-3, Nv = 5.399e+19 cm^-3
at mu*: n = 8.187e+15, p = 1.072e+13 cm^-3
net donors at maximum = 8.176e+15 cm^-3
isolated hydrogen density = 1.0e+16 cm^-3
net donors 1e+15 cm^-3: mu = Ec -0.4046 eV, f0 = 1.2196 %
net donors 1e+17 cm^-3: mu = Ec -0.2817 eV, f0 = 0.2449 %
|U| smaller/larger by 0.10 eV: maximum = 4.170 / 0.425 %
rough quanta, bond centre: (0.25, 0.03, 0.03) eV
rough quanta, T site: (0.1, 0.1, 0.1) eV
vibrational sums: bond centre 3.987, T site 1.363
with thermal vibrations: maximum = 2.278 %
relative permittivity 11.7, Debye length = 39.3 nm
Coulomb shift per charged state = -1.57 meV
with Coulomb shift: maximum = 1.2976 %
neutral T site 0.25 eV higher: maximum = 1.3470 %
Fermi-Dirac change of n at mu* = -0.0046 %
capture cross-section 1e-15 cm^2: relaxation time = 1.6e-07 s
largest sized change of the maximum: error in U, factor 3.10
```
